# Counting Signed Hops to Measure Surface Current on a Tilted Lattice

Suppose that the height of every column of a growing surface is known at the start and at the end of an interval, and also the column above which every atom arrived in between. The continuity equation still does not give the lateral current on a uniformly tilted surface. The moves themselves must be followed. On a periodic lattice a uniform lateral flow carries as many atoms into each column as out of it. It leaves no mark on mass balance, yet it is the quantity wanted at a fixed tilt: the way it changes with tilt decides whether small disturbances of the slope grow or decay.

## Why heights are not enough

Take a one-dimensional surface of $N$ columns at unit spacing, with integer heights $h(x)$ and no overhangs. The tilt is imposed by

$$h(x+N)=h(x)+M,\qquad m=M/N,\qquad 0<M<N .$$

Uphill is towards positive $x$. Let $A(x)$ be the number of atoms that arrived above column $x$ during a time $t$, and $C(x)$ the net number that crossed the bond from $x$ to $x+1$, rightward crossings being positive. Column $x$ gains its arrivals and what enters from the left, and loses what leaves to the right:

$$\Delta h(x)=A(x)-C(x)+C(x-1). \tag{1}$$

Replacing every $C(x)$ by $C(x)+c$ changes nothing in (1). Mass balance therefore fixes the differences between bond currents, but not their common part.

One could count crossings at a single bond. That estimate is unbiased in the steady state, but noisy. By (1), $C(x)-C(x-1)=A(x)-\Delta h(x)$, so the random arrivals accumulate along the ring. Averaging over all bonds removes the differences:

$$j=\frac{1}{Nt}\sum_{x}C(x)=\frac{1}{Nt}\sum_{\text{moves}}d,\qquad d=\pm1 . \tag{2}$$

The second equality holds because a move of one site crosses one bond and contributes its sign to one $C(x)$. Here $j$ is a net number of atoms per bond per unit time, positive uphill.

If atoms land at rate $F$ per column, about $NFt$ atoms land in a long run. Dividing (2) by $F$ gives

$$\frac{j}{F}=\frac{\sum d}{\text{number of atoms landed}} , \tag{3}$$

the mean signed displacement per deposited atom.

## Two tallies instead of one

A total current does not say what produced it. An atom that lands at the upper edge of a step may slide down before it comes to rest. This is deposition funnelling: it belongs to the landing and needs no thermal activation. An atom that settles on a terrace later moves by activated hops. Both displace atoms sideways, so the moves are sorted by cause:

$$j=j_f+j_{th},\qquad j_f=\frac{1}{Nt}\sum d_{\rm funnel},\qquad j_{th}=\frac{R-L}{Nt}. \tag{4}$$

$R$ and $L$ count completed thermal hops to the right and left. A thermal hop down a step belongs to $j_{th}$, although it moves an atom the same way as funnelling does. Sorting by direction or by height change would mix the two.

Let $k$ be the attempt rate of a mobile adatom in each direction. An atom is mobile if its column is higher than both neighbours, and lateral attachment is irreversible. A hop that descends a step is accepted with probability

$$s=e^{-E_{ES}/T},$$

where $E_{ES}$ is the additional step barrier and $T$ the thermal energy. In atomic units both are in hartree and rates are in inverse atomic time; $j/F$, $k/F$ and $s$ are pure numbers. With $n$ mobile atoms present, the scheme is:

1. Choose a landing with probability $NF/(NF+2kn)$, otherwise a hop attempt.
2. For a landing, pick a column at random. If a neighbouring column is lower, slide the atom there with probability $p$, choosing at random if both are lower. Add the slide to the funnelling tally.
3. For a hop attempt, pick a mobile atom and a direction at random. Reject a descending attempt with probability $1-s$; otherwise move the atom and add $d$ to the thermal tally.
4. Update which atoms near the changed columns are mobile.

Rejected attempts are null events already included in the total rate $NF+2kn$, so they need no correction; they must not be counted as hops.

The seam of the ring needs care. When heights are compared, the left neighbour of column $0$ has height $h(N-1)-M$, and the right neighbour of column $N-1$ has height $h(0)+M$. The displacement across the seam is still $\pm1$. Subtracting stored column numbers would give $\pm(N-1)$ and ruin the sum.

## A limit that can be solved

A counting scheme needs a case in which each tally is known separately. Let $k/F\to\infty$, so that each atom binds before the next one lands, and let $s=0$. Start from a staircase that never descends towards positive $x$.

The columns at one height form a terrace of length $\ell$, with a descending edge on its left and an ascending step on its right. Number its sites $k'=1,\dots,\ell$ from the left. An atom that stays on the terrace is reflected at the left edge and binds at $k'=\ell$, beside the ascending step. Its path may be long, but its signed hops add up to $\ell-k'$. When it binds, the last column of the terrace rises by one level. The surface remains a staircase.

Without funnelling, a terrace receives $F\ell$ atoms per unit time and loses a column to the next level at that rate. Now switch funnelling on. Each nonempty terrace gives away the atoms that slide from its edge site, at rate $pF$. It receives atoms at the same rate from the nonempty terrace above, and these land beside its ascending step and bind there. The loss rate is

$$F\ell-pF+pF=F\ell . \tag{5}$$

The column that rises is the last one of the terrace in every case. The heights therefore follow the same random process for every $p$, although, as shown below, the current depends on $p$. Even perfect statistics of these heights, taken after each atom has bound, could not reveal this part of the current. The transition rates between height profiles were tested on rings with $(N,M)=(6,3)$, $(7,2)$ and $(5,4)$, and they agree for $p=0$, $0.4$ and $1$.

**Terrace lengths.** Heights that differ by $M$ are periodic images, so there are $M$ distinct levels sharing $N$ columns. A total loss rate $F\ell$ is what results if each of the $\ell$ columns moves to the next level independently at rate $F$. In the steady state each column is then equally likely to be on any of the $M$ levels, independently of the others. A given level holds an ordered pair of different columns with probability $1/M^2$, and there are $N(N-1)$ such pairs. It is empty with probability $(1-1/M)^N$. Hence

$$\langle\ell\rangle=\frac NM,\qquad \langle\ell(\ell-1)\rangle=\frac{N(N-1)}{M^2},\qquad P_1=1-\left(1-\frac1M\right)^N, \tag{6}$$

where $P_1$ is the probability that a level is nonempty.

**Funnelling.** Each nonempty level has one edge site. Atoms land there at rate $F$ and slide by $-1$ with probability $p$. Summing over $M$ levels and dividing by $N$,

$$\frac{j_f}{F}=-\frac MN\,pP_1=-p\,mP_1 . \tag{7}$$

**Thermal hops.** If no atom slid, one terrace would contribute

$$\sum_{k'=1}^{\ell}(\ell-k')=\frac{\ell(\ell-1)}2 .$$

Funnelling removes the thermal displacement $\ell-1$ of an edge atom with probability $p$, on nonempty terraces. Averaged over all levels, with empty ones counted as zero, $\ell-1$ gives $\langle\ell\rangle-P_1$, since an empty terrace adds nothing to $\langle\ell\rangle$. Thus

$$\frac{j_{th}}F=\frac MN\left[\frac{N(N-1)}{2M^2}-p\left(\frac NM-P_1\right)\right]
=\frac{N-1}{2M}-p(1-mP_1). \tag{8}$$

Adding (7) and (8) cancels $P_1$:

$$\frac jF=\frac{N-1}{2M}-p . \tag{9}$$

Funnelling thus acts twice. It adds a downhill slide, and it removes the uphill walk that the same atom would have made. The funnelling tally shows the first effect; the second appears as a smaller thermal tally. Setting $j_f$ to zero in the data would therefore not give the current of a surface without funnelling.

Equations (7) and (8) were tested against steady states computed from the landing and hopping rules on the three small rings, for the same three values of $p$. The largest difference was $3\times10^{-16}$.

## What the tilt does

For a large ring at fixed slope, (9) becomes

$$\frac jF\to\frac1{2m}-p,\qquad m^*=\frac1{2p}, \tag{10}$$

where $m^*$ is the slope of zero current, within the range treated here if $p>1/2$. A regular staircase with all $\ell=1/m$ would give $(\ell-1)/2-p=1/(2m)-1/2-p$. The missing $1/2$ comes from terrace-length fluctuations: long terraces collect more atoms and also move each of them farther. For $p=1$ the regular staircase would put the zero at $m=1/3$ instead of $1/2$.

Equation (10) must not be continued to $m=0$. There the terraces become so long that adatoms meet before they reach a step. Reflection symmetry requires $j(-m)=-j(m)$, and hence $j(0)=0$.

A ring holds its mean slope fixed; it measures $j(m)$ but selects no slope. To apply the result to a mound, assume that the current depends only on the local slope. On large scales (1) becomes $\partial_t h=F-\partial_x j$. A mound that grows without changing shape has $\partial_t h=F$ everywhere, so $j$ is uniform. At a symmetric summit $j=0$, and therefore $j=0$ on the flank as well. The candidate flank slope is $m^*$.

For a small disturbance $\delta h$ of a uniform slope,

$$\partial_t\delta h=-\frac{dj}{dm}\,\partial_x^2\delta h=\frac{F}{2m^2}\,\partial_x^2\delta h .$$

The coefficient is positive, so the disturbance decays. It does not contain $p$, in agreement with (5).

## A counted example

The ring has $N=48$ columns and $p=1$. At slope $m=8/48$, equation (6) gives $P_1=1-(7/8)^{48}=0.998$, and the predictions are

$$\frac{j_f}F=-\frac{0.998}{6}=-0.166,\qquad
\frac{j_{th}}F=\frac{47}{16}-(1-0.166)=2.104 .$$

During 200 layers, 9600 atoms landed. They made 104720 hops to the right and 84870 to the left, and the slides summed to $-1602$. By (3),

$$\frac{j_{th}}F=\frac{104720-84870}{9600}=2.068,\qquad
\frac{j_f}F=\frac{-1602}{9600}=-0.167 .$$

The standard errors, from blocks of the run, are 0.027 and 0.005. The sum is $1.90\pm0.03$, against 1.94 from (9). With $F=0.01$ layer/s the measured current is 0.019 atoms per second across each bond.

Of nearly 190000 hops, about 170000 cancel in pairs. The sign of each hop matters more than the number of hops.

The same run shows why one bond is a poor detector. Single-bond estimates of $j/F$ range from 1.55 to 2.17. The random arrivals alone produce a large spread: between opposite bonds their accumulated number has variance $200\times24\times\frac12=2400$. Its square root, 49 atoms, divided by 200 layers is 0.24. This is the typical difference between two opposite bonds; the highest and lowest of all 48 estimates lie farther apart.

The other slopes, at the same $p$ and in the same limit, give:

| $m$ | $j_f/F$ | $j_{th}/F$ | $j/F$ | Eq. (9) |
|---|---|---|---|---|
| 1/3 | −0.321 | 0.798 | 0.477 ± 0.017 | 0.469 |
| 1/2 | −0.435 | 0.421 | −0.014 ± 0.010 | −0.021 |
| 2/3 | −0.519 | 0.263 | −0.256 ± 0.011 | −0.266 |

The errors come from blocks of ten layers. At the two steepest slopes the terrace lengths stay correlated for longer than one block, so the errors quoted there are too small; the scatter of $j/F$ between independent runs of the same length is about 0.017 at both slopes. Both tallies and their sum were tested at all four slopes and lie within five of the quoted errors of the formulas. The current changes sign between $m=1/3$ and $m=2/3$. At $m=1/2$ the small negative prediction is the finite-ring term $-1/(2M)=-1/48$; the measurement does not distinguish it from zero.

## When atoms can hop down

For $s>0$ an atom may leave its terrace at the lower edge. Let $u_{k'}$ be the probability that it does so from site $k'$. In the interior it steps either way with equal probability, so $2u_{k'}=u_{k'-1}+u_{k'+1}$, and $u$ is linear in $k'$. Binding at the right end requires $u_\ell=0$, hence $u_{k'}=B(\ell-k')$. At the left edge, for $\ell\ge2$, the rates are $1$ inward and $s$ downward:

$$(1+s)u_1=s+u_2 .$$

Inserting the linear form gives $B[(1+s)(\ell-1)-(\ell-2)]=s$, and therefore

$$u_{k'}=\frac{s(\ell-k')}{1+s(\ell-1)} . \tag{11}$$

An atom that leaves downward ends with displacement $-k'$ instead of $\ell-k'$, a loss of $\ell$ sites. Thermal descent also changes the loss rates of the terraces. The mean length is still $N/M$, but the lengths are no longer distributed as assumed in (6). The steady state must then be computed numerically.

On a ring with $N=6$, $M=3$, $p=0.4$ and $s=0.2$, that calculation gives $j_f/F=-0.176$ and $j_{th}/F=0.369$. Counting gave $-0.178\pm0.003$ and $0.366\pm0.006$. For $s=0$, equation (8) would give a thermal current of 0.616. Nearly all of the change caused by thermal descent thus appears in the thermal tally. The funnelling tally moves only slightly, from the $-0.182$ given by (7), because the terrace lengths are distributed differently.

## Growth conditions and limits

The parameters are round values in the rough range of molecular-beam growth on a (100) face of an fcc metal (close-packed (111) faces have much lower terrace barriers): 300 K, 0.01 layer/s, an attempt rate of $10^{13}$ per second, a terrace barrier of 0.40 eV and an additional step barrier of 0.15 eV. They describe no particular element. They give $k=1.9\times10^6$ per second, $k/F=1.9\times10^8$ and $s=0.0030$. With a site spacing of 3.0 Å and a step height of 2.0 Å, $m^*=1/2$ corresponds to an angle of 18°.

**Thermal descent** at 300 K shifts $j/F$ by $-0.036$ at $m=1/6$, as computed for 18 columns. This is about 2% of the current given by (9) for that ring. A simulation of the 48-column ring with finite $k/F$ and $s$ gave $1.89\pm0.03$, consistent with the shifted prediction 1.90 but too noisy to establish the shift by itself. A smaller step barrier would increase $s$ exponentially.

**Meetings of adatoms** can be estimated from the walk. Counting rejected attempts, an atom starting at $k'=1$ needs on average $\ell(\ell-1)$ attempts to bind. This follows from $\tau_{k'}=(\ell-k')(\ell+k'-1)$, which satisfies $\tau_{k'}=1+(\tau_{k'-1}+\tau_{k'+1})/2$ in the interior, $\tau_\ell=0$, and $\tau_1=1+(\tau_1+\tau_2)/2$ at the reflecting edge. Attempts occur at rate $2k$, so the expected number of further landings on the terrace during the walk is

$$\frac{F\ell^2(\ell-1)}{2k}. \tag{12}$$

For $\ell=6$ this is $5\times10^{-7}$ at 300 K. At 170 K, where $k/F=1.4\times10^3$, it is 0.06. This is the value for the longest walk, and for $p=1$ the atom landing at $k'=1$ slides off instead of walking. The other sites give $\tau=28$, $24$, $18$, $10$ and $0$, an average of $80/6$ attempts per landed atom, or 0.029 further landings. About six atoms land on such a terrace in every layer, so two adatoms share it about 0.17 times per layer, and a meeting becomes likely within roughly six layers.

The current at 170 K is indeed far from (9). Over layers 9 to 16, averaged over 16 runs, $j/F$ was $0.33\pm0.07$ for $M=8$, against the single-adatom value 1.94. These are early-time values, not an established steady state. Islands were not counted, so attributing the reduction to nucleation rests on (12) and not on a direct measurement. The runs with $M=-8$ gave $-0.25\pm0.05$, and those with $M=0$ gave $-0.01\pm0.02$. Both agree with reflection symmetry within the errors.

**Repeated funnelling** matters most on steep slopes. An atom that slides onto a terrace one site long may slide again. If it continues until no lower neighbour remains, $j/F$ falls from 0.33 to 0.22 for $N=9$, $M=3$, and from $-0.13$ to $-0.50$ for $N=8$, $M=4$. The slope $m^*=1/2$ therefore belongs to the one-site rule. On these small rings repeated funnelling still gives an uphill current at $m=1/3$ and a strong downhill current at $m=1/2$.

**Detachment** is slow for the assumed lateral bond of 0.65 eV: $2.3\times10^{-5}$ per second for one bound atom at 300 K, or 0.2% of $F$. A detached atom that returns to the same step contributes no net displacement. A weaker bond would require detachment to be included as a further thermal event.

A real surface is two-dimensional. Its steps meander and have kinks, where the barrier to descent may differ from that at a straight edge. The size of this effect has not been calculated here, so neither the currents nor the angle of 18° should be read as a prediction for a material. The counting rule carries over: record each displacement along the tilt with its sign at the moment it occurs, and assign it to the process that caused it. The numerical output below gives the full set of values.

## Computed values

```
INPUTS
temperature = 300 K; cold case = 170 K
landing rate F = 0.010 layer/s; attempt rate = 1.0e+13 1/s
terrace barrier = 0.40 eV
additional step barrier = 0.15 eV
lateral bond energy = 0.65 eV
site spacing = 3.0 angstrom
step height = 2.0 angstrom
ring = 48 sites; funnelling probability p = 1
300 K: hop rate per direction = 1.907e+06 1/s, hop rate/F = 1.907e+08, s = 3.021e-03
170 K: hop rate per direction = 1.386e+01 1/s, hop rate/F = 1.386e+03, s = 3.574e-05
SMALL-RING CHECKS (currents divided by F)
largest formula-chain difference = 3.3e-16
6 sites, M=3, p=0.4, s=0.2, chain: funnel -0.1761, thermal 0.3688
same, counted: funnel -0.1777 +/- 0.0025, thermal 0.3657 +/- 0.0063
SINGLE-ADATOM LIMIT (currents divided by F; one standard error)
M=8, slope=0.1667, angle=6.34 degrees
  funnel: counted -0.1669 +/- 0.0048, formula -0.1664
  thermal: counted 2.0677 +/- 0.0274, formula 2.1039
  total: counted 1.9008 +/- 0.0297, formula 1.9375
  measured layers = 200, atoms = 9600
  right hops = 104720, left hops = 84870, funnelling sum = -1602
  single-bond estimates: lowest 1.550, highest 2.170
  total current = 0.01901 atoms/s per bond
M=16, slope=0.3333, angle=12.53 degrees
  funnel: counted -0.3209 +/- 0.0038, formula -0.3183
  thermal: counted 0.7983 +/- 0.0156, formula 0.7870
  total: counted 0.4774 +/- 0.0174, formula 0.4688
M=24, slope=0.5000, angle=18.43 degrees
  funnel: counted -0.4348 +/- 0.0037, formula -0.4352
  thermal: counted 0.4209 +/- 0.0077, formula 0.4143
  total: counted -0.0140 +/- 0.0099, formula -0.0208
M=32, slope=0.6667, angle=23.96 degrees
  funnel: counted -0.5186 +/- 0.0038, formula -0.5214
  thermal: counted 0.2631 +/- 0.0085, formula 0.2558
  total: counted -0.2555 +/- 0.0113, formula -0.2656
large-ring zero-current slope = 0.500, angle = 18.43 degrees
NEGLECTED EFFECTS (currents divided by F)
300 K thermal-descent shift, 18 sites, M=3 = -0.0358
300 K full simulation, M=8 = 1.8916 +/- 0.0268
170 K, M=-8, layers 9-16, 16 runs: total -0.2515 +/- 0.0470
170 K, M=0, layers 9-16, 16 runs: total -0.0076 +/- 0.0224
170 K, M=8, layers 9-16, 16 runs: total 0.3343 +/- 0.0749
9 sites, M=3: one-site funnelling 0.3333, repeated funnelling 0.2214
8 sites, M=4: one-site funnelling -0.1250, repeated funnelling -0.5000
300 K detachment rate = 2.29e-05 1/s, divided by F = 2.29e-03
```
